# Maximum deflection of a heavy projectile by a lighter target

## Two collisions at one angle

An arsenic atom with a kinetic energy of 100000 eV strikes a silicon atom at rest. In a simple model of their repulsion, an impact parameter of 0.109 angstrom turns the arsenic through 15 degrees and leaves it with 80870 eV. An impact parameter of 0.018 angstrom also turns it through 15 degrees, but leaves it with only 25750 eV. Between these two paths the deflection rises to 21.9 degrees and no further.

It may seem odd that a more nearly head-on collision can produce the same deflection as a more distant one. The explanation lies in the masses. A heavy projectile cannot be turned back by a single light target, so its deflection must return to zero as the collision becomes head-on. The largest deflection and the energies at each angle follow from conservation laws. The force decides which impact parameter leads to which outcome.

## Assumptions and notation

The projectile has mass $M_1$ and initial velocity $v_0\mathbf e$, where $\mathbf e$ is a unit vector. The target has mass $M_2<M_1$, is free, and is initially at rest. The collision is single and elastic: no kinetic energy is lost once the atoms have separated. The motion is non-relativistic. In the example $v_0$ is 0.0017 of the speed of light.

The algebra uses atomic units, with masses in electron masses and energies in hartrees. Define

$$
E_0=\tfrac12M_1v_0^2,\qquad \mu=\frac{M_1}{M_2}>1 .
$$

The laboratory deflection of the projectile is $\theta$, its deflection in the centre-of-mass frame is $\chi$, and the recoil angle of the target is $\phi$. All three are measured from $\mathbf e$ as non-negative angles. The target recoils to the opposite side of the beam from the projectile.

The result to be derived is

$$
\sin\theta_{\max}=\frac{M_2}{M_1}.
$$

For every $0<\theta<\theta_{\max}$ there are two values of $\chi$ between 0 and $\pi$. At the limit they merge.

## The collision as a rotation

The total momentum is $M_1v_0\mathbf e$, so the centre of mass moves with velocity $V\mathbf e$, where

$$
V=\frac{M_1v_0}{M_1+M_2}.
$$

Subtracting this from the projectile's initial velocity gives its speed in the centre-of-mass frame:

$$
u=v_0-V=\frac{M_2v_0}{M_1+M_2}.
$$

The target starts with velocity $-V\mathbf e$ in that frame. The two momenta cancel because $M_1u=M_2V$.

They must also cancel after the collision. If the projectile's final speed in this frame is $u'$, the target's is $M_1u'/M_2$, and the total kinetic energy is

$$
\frac12M_1u'^2+\frac12M_2\left(\frac{M_1u'}{M_2}\right)^2
=\frac12M_1\left(1+\frac{M_1}{M_2}\right)u'^2 .
$$

The same expression with $u$ in place of $u'$ gives the initial energy. Elasticity therefore requires $u'=u$. The collision changes the direction of the projectile's centre-of-mass velocity but not its length.

Let $\mathbf n$ be the unit vector at angle $\chi$ to $\mathbf e$. Back in the laboratory, the final velocity is

$$
\mathbf v_1=V\mathbf e+u\mathbf n. \tag{1}
$$

Its components along and across the beam are $V+u\cos\chi$ and $u\sin\chi$. Dividing the second by the first, and using $V/u=\mu$, gives

$$
\tan\theta=\frac{\sin\chi}{\mu+\cos\chi}. \tag{2}
$$

Since $\mu>1$, the denominator is positive for every $\chi$. The projectile keeps a forward velocity component, so $\theta<90^\circ$.

## The limiting angle

Equation (1) has a simple geometrical meaning. Draw all velocities from a common origin. The tips of the possible vectors $\mathbf v_1$ lie on a circle of radius $u$ centred at $V\mathbf e$. Because $u<V$, the origin lies outside the circle.

A line from the origin at angle $\theta$ passes the centre at a perpendicular distance $V\sin\theta$. It meets the circle only if this distance does not exceed the radius:

$$
V\sin\theta\le u
\quad\Longrightarrow\quad
\sin\theta\le\frac uV=\frac{M_2}{M_1}.
$$

Equality belongs to the tangent. A line at a smaller non-zero angle cuts the circle twice, and these two points are two different collisions with the same laboratory direction.

Calculus gives the same limit and locates it in $\chi$. Differentiating $\theta=\arctan[\sin\chi/(\mu+\cos\chi)]$ gives

$$
\begin{aligned}
\frac{d\theta}{d\chi}
&=\frac{\cos\chi(\mu+\cos\chi)+\sin^2\chi}
{(\mu+\cos\chi)^2+\sin^2\chi}\\
&=\frac{1+\mu\cos\chi}{1+\mu^2+2\mu\cos\chi}.
\end{aligned}
$$

The denominator is at least $(\mu-1)^2$, hence positive. The numerator falls from $1+\mu$ at $\chi=0$ to $1-\mu<0$ at $\chi=\pi$ and vanishes once, at

$$
\cos\chi_*=-\frac1\mu=-\frac{M_2}{M_1}.
$$

Thus $\theta$ rises up to $\chi_*$ and then falls. With $\sin\chi_*=\sqrt{1-1/\mu^2}$, equation (2) gives

$$
\tan\theta_{\max}
=\frac{\sqrt{1-1/\mu^2}}{\mu(1-1/\mu^2)}
=\frac1{\sqrt{\mu^2-1}},
$$

which is the tangent of the acute angle whose sine is $1/\mu$. Since $\cos\chi_*=-\sin\theta_{\max}$, we also have

$$
\chi_*=\frac\pi2+\theta_{\max}.
$$

This is the tangent condition again: at the limit the radius $u\mathbf n$ is perpendicular to $\mathbf v_1$.

For masses of 75 and 28 u, the limit is $\arcsin(28/75)=21.9$ degrees, or 0.383 rad, and $\chi_*=111.9$ degrees. Neither depends on the beam energy.

## The two centre-of-mass angles

To invert equation (2), multiply by $(\mu+\cos\chi)\cos\theta$ and collect the terms containing $\chi$:

$$
\mu\sin\theta=\sin\chi\cos\theta-\cos\chi\sin\theta
=\sin(\chi-\theta). \tag{3}
$$

For $0<\theta<\theta_{\max}$ the left side lies between 0 and 1. Define the acute angle $\alpha=\arcsin(\mu\sin\theta)$. Since $\chi-\theta$ lies between $-\pi/2$ and $\pi$ and has a positive sine, it must be either $\alpha$ or $\pi-\alpha$. Therefore

$$
\chi_1=\theta+\alpha,\qquad
\chi_2=\theta+\pi-\alpha. \tag{4}
$$

Both are admissible. The first is below $\pi$ because $\theta$ and $\alpha$ are acute. The second is below $\pi$ because $\mu>1$ makes $\alpha>\theta$. They are distinct until $\alpha=\pi/2$, where $\mu\sin\theta=1$.

At $\theta=0$ the formulas give $\chi_1=0$ and $\chi_2=\pi$. The first is no deflection at all. The second is a head-on collision that reverses the projectile in the centre-of-mass frame but leaves it moving forward in the laboratory.

Near the limit, put $\chi-\theta=\pi/2+\varepsilon$. Equation (3) becomes $\cos\varepsilon=\sin\theta/\sin\theta_{\max}$. Expanding both sides to leading order gives

$$
1-\frac{\varepsilon^2}{2}\simeq
1-(\theta_{\max}-\theta)\cot\theta_{\max},
$$

and hence

$$
\theta_{\max}-\theta\simeq\frac{\varepsilon^2}{2}\tan\theta_{\max}. \tag{5}
$$

The deficit is quadratic in $\varepsilon$, so a sizeable range of $\chi$ is compressed into a narrow range of $\theta$ just below the limit.

## Energy distinguishes the branches

Squaring equation (1) gives

$$
v_1^2=V^2+u^2+2Vu\cos\chi
=(V+u)^2-4Vu\sin^2\frac\chi2,
$$

where $\cos\chi=1-2\sin^2(\chi/2)$ was used. Since $V+u=v_0$, the fraction of energy kept by the projectile is

$$
K=\frac{v_1^2}{v_0^2}=1-\gamma\sin^2\frac\chi2,
\qquad
\gamma=\frac{4M_1M_2}{(M_1+M_2)^2}. \tag{6}
$$

$K$ decreases steadily as $\chi$ goes from 0 to $\pi$. The larger centre-of-mass angle therefore belongs to the slower projectile.

The target's final velocity in the centre-of-mass frame is $-V\mathbf n$. In the laboratory it is $V(\mathbf e-\mathbf n)$, with forward component $V(1-\cos\chi)$ and sideways component of magnitude $V\sin\chi$. For $\chi>0$,

$$
\tan\phi=\frac{\sin\chi}{1-\cos\chi}=\cot\frac\chi2,
\qquad
\phi=\frac{\pi-\chi}{2}.
$$

At $\chi=0$ the target remains at rest and has no recoil direction.

The speeds can also be found without the centre-of-mass frame. Momentum conservation gives the recoil momentum $M_1(v_0\mathbf e-\mathbf v_1)$. Inserting it into energy conservation, and multiplying by 2, gives

$$
M_1v_0^2=M_1v_1^2+\frac{M_1^2}{M_2}
\left(v_0^2+v_1^2-2v_0v_1\cos\theta\right).
$$

Multiply by $M_2/(M_1v_0^2)$ and write $x=v_1/v_0$:

$$
(M_1+M_2)x^2-2M_1x\cos\theta+(M_1-M_2)=0. \tag{7}
$$

One quarter of the discriminant is

$$
M_1^2\cos^2\theta-(M_1^2-M_2^2)
=M_2^2-M_1^2\sin^2\theta,
$$

so

$$
x_\pm=\frac{M_1\cos\theta\pm
\sqrt{M_2^2-M_1^2\sin^2\theta}}{M_1+M_2}. \tag{8}
$$

The product of the roots is $(M_1-M_2)/(M_1+M_2)>0$, so real roots have the same sign. They are positive for $\theta\le\theta_{\max}$. Above the limit the square root is imaginary, until $\theta$ comes within $\theta_{\max}$ of $180^\circ$. There the roots are real but negative, and a speed cannot be negative. The upper sign belongs to $\chi_1$ and the lower sign to $\chi_2$.

At the limit the roots coincide, so their product is $x^2$, which is the energy fraction:

$$
K(\theta_{\max})=\frac{M_1-M_2}{M_1+M_2}.
$$

## Equal masses and lighter projectiles

If $M_1=M_2$, equation (7) reduces to $x(x-\cos\theta)=0$. A moving projectile has $x=\cos\theta$, and equation (2) gives $\theta=\chi/2$. The deflection can approach 90 degrees, but the speed then approaches zero. A head-on collision stops the projectile, which then has no direction.

If $M_1<M_2$, the product of the roots is negative, and the discriminant is positive at every angle. There is one positive speed for each $\theta$, including backward angles. In the velocity diagram the origin now lies inside the circle, so each ray leaves the circle once.

## Can the force reach the limit?

Kinematics says which final states are allowed, not whether a given force produces them. Consider a short-range repulsion $U(r)$ that decreases strictly with $r$ and exceeds the centre-of-mass energy at small separation. That energy is

$$
E_{\rm cm}=\frac12\frac{M_1M_2}{M_1+M_2}v_0^2
=\frac{M_2}{M_1+M_2}E_0 .
$$

For impact parameter $b$, angular-momentum conservation puts the closest approach $r_0$ where

$$
U(r_0)+E_{\rm cm}\frac{b^2}{r_0^2}=E_{\rm cm}.
$$

The left side decreases strictly with $r_0$, so there is one turning point, and it moves continuously with $b$. The deflection is

$$
\chi=\pi-2b\int_{r_0}^{\infty}
\frac{dr}{r^2\sqrt{1-U(r)/E_{\rm cm}-b^2/r^2}} .
$$

As $b\to0$, $r_0$ tends to the non-zero distance at which $U=E_{\rm cm}$. With a non-zero force there, the integral stays finite, and the factor $b$ sends $\chi$ to $\pi$. As $b\to\infty$, the atoms miss the region of force and $\chi\to0$. By continuity every intermediate $\chi$ occurs, including $\chi_*$.

A barrier that is too low behaves differently. Take $U=U_0\exp(-r^2/a^2)$ with $a=0.15$ angstrom and $U_0=0.2E_{\rm cm}=5437$ eV. A head-on projectile passes over it undeflected, so $\chi=0$ at $b=0$ as well as at large $b$. In numerically integrated trajectories at 16 impact parameters from 0 to $2.5a$, the largest laboratory deflection was 2.5 degrees. The bound of 21.9 degrees still holds, but this force does not approach it.

## Arsenic on silicon

The example uses the mass numbers 75 and 28 as masses in u, and nuclear charges $Z_1=33$ and $Z_2=14$. The model repulsion, in atomic units, is

$$
U(r)=\frac{Z_1Z_2}{r}e^{-r/a},
$$

with a chosen screening length $a$ of 0.15 angstrom. It is not fitted to this atom pair. The impact parameters below depend on that choice; the relations between angles and energies do not. Electronic energy loss and neighbouring atoms are left out.

Newton's equations for both atoms were integrated numerically in the laboratory frame, starting 25 screening lengths apart along the beam. The final velocities gave these results:

| $b$ (angstrom) | $\chi$ (degrees) | $\theta$ (degrees) | Kept energy (eV) |
|---:|---:|---:|---:|
| 0.00 | 180.0 | 0.0 | 20820 |
| 0.02 | 148.5 | 16.0 | 26660 |
| 0.04 | 120.3 | 21.7 | 40420 |
| 0.06 | 97.1 | 21.2 | 55540 |
| 0.10 | 64.2 | 16.1 | 77660 |
| 0.20 | 25.8 | 6.9 | 96040 |

Down the table $\chi$ falls and the kept energy rises, while $\theta$ rises and then falls. A numerical search over $b$ places the maximum at 0.047 angstrom, with $\theta=21.9$ degrees. There the projectile keeps a fraction $47/103=0.4563$ of its energy, or 45630 eV, and the target recoils at $(180-111.9)/2=34.0$ degrees.

The flat top of the curve follows equation (5). At $b=0.04$ angstrom, the unrounded angles give $\varepsilon=120.32-21.66-90=8.66$ degrees, or 0.151 rad. With $\tan\theta_{\max}=0.402$, the predicted deficit is $0.151^2\times0.402/2=0.0046$ rad, about 0.26 degrees. The trajectory lies $21.92-21.66=0.26$ degrees below the limit.

For $\theta=15$ degrees, $\mu\sin\theta=2.6786\times0.2588=0.6933$, so $\alpha=43.89$ degrees. Equation (4) gives

$$
\begin{aligned}
\chi_1&=15+43.89=58.89\ \text{degrees},\\
\chi_2&=15+180-43.89=151.11\ \text{degrees}.
\end{aligned}
$$

For the speeds, $M_1\cos\theta=72.44$ and $M_1\sin\theta=19.41$ in u. The square root in equation (8) is $\sqrt{28^2-19.41^2}=20.18$, and

$$
x_\pm=\frac{72.44\pm20.18}{103}=0.8993,\ 0.5074 .
$$

Squaring these and multiplying by the initial energy gives 80870 eV and 25750 eV, the two energies of the opening example.

The distant collision gives the silicon 19130 eV and sends it off at 60.6 degrees. The close collision gives it 74250 eV at 14.4 degrees. In both cases the arsenic leaves at the same angle to the beam, but in the close collision the silicon receives almost four times as much energy. How often each case occurs depends on the force. The deflection angle alone does not determine the energy transfer. The energy of the scattered projectile, or the recoil angle, separates the two cases.

## When the limit changes

Suppose the collision converts an energy $Q$ into internal excitation, with $0\le Q\le E_{\rm cm}$ and unchanged masses. The centre-of-mass velocity $V$ is unaffected, because momentum is conserved. The kinetic energy in the centre-of-mass frame falls from $E_{\rm cm}$ to $E_{\rm cm}-Q$. Since it is proportional to the square of the projectile's speed in that frame,

$$
u'=u\sqrt{1-\frac{Q}{E_{\rm cm}}}.
$$

For a fixed $Q$, the velocity circle shrinks about the same centre, and its tangent gives

$$
\sin\theta_{\max}(Q)=\frac{M_2}{M_1}
\sqrt{1-\frac{Q}{E_{\rm cm}}}. \tag{9}
$$

Loss lowers the limit. In the example $E_{\rm cm}=27180$ eV. A loss of 1000 eV multiplies the sine by $\sqrt{1-1000/27180}=0.981$ and reduces the limit from 21.92 to 21.49 degrees. Unlike the elastic limit, this one depends on beam energy through $Q/E_{\rm cm}$. If stored internal energy were released instead, $Q$ would be negative and the limit would rise as long as $u'<V$. Once $u'$ exceeded $V$, the circle would enclose the origin and every deflection angle would be allowed.

The bound applies to each collision separately, with the deflection measured from the direction just before that collision. Two successive deflections of 15 degrees in the same plane and the same sense turn the projectile through 30 degrees, although neither exceeds 21.9 degrees. An arsenic atom found well beyond 21.9 degrees in silicon may therefore have been deflected more than once. A slightly larger angle can also come from one collision with a heavier silicon isotope: for mass 30 the limit is $\arcsin(30/75)=23.6$ degrees. The derivation also requires a target initially at rest and free of other forces during the encounter. A moving target changes $V$ and the initial relative velocity, while a target held by its neighbours can pass momentum to them.

Numbers in the example were calculated in double precision.
